# Separating Surface and Bulk Recombination with Two Wafer Thicknesses

## Question

Two p-type silicon wafers are cut from the same crystal and receive the same oxide passivation on both faces. Their thicknesses are $W_1=200$ µm and $W_2=400$ µm. After a light pulse, the excess carriers decay with effective lifetimes $\tau_1=100$ µs and $\tau_2=160$ µs respectively.

Assume low injection, and assume also that recombination is linear in the excess electron density $n(x,t)$. The bulk lifetime is $\tau_b$. Each face removes electrons at the rate $Sn$ per unit area, where $n$ is taken at the edge of the neutral bulk and $S$ is the effective surface recombination velocity. Both $S$ and $\tau_b$ are the same in the two wafers. The temperature is 300 K and the electron mobility is roughly 1150 cm²/Vs.

**(a)** Derive the effective lifetime of a wafer when diffusion keeps the carrier density nearly uniform across it. State the condition for this.

**(b)** Find $S$ and $\tau_b$. What share of the recombination occurs at the surfaces of each wafer?

**(c)** Find the first correction due to finite diffusion, and its effect on the two extracted quantities. How long after the pulse must one wait before reading the lifetime?

**(d)** What does the extraction of part (b) return when the surfaces are fast? Does a positive bulk lifetime show that the method was valid?

**(e)** Find the effect of (i) an independent 2% random error in each lifetime, and (ii) a thick wafer whose $S$ is 10% larger than that of the thin one. Which extracted quantity is the less secure?

**(f)** Compare the example with real passivated wafers, and discuss the remaining assumptions.

## Model answers

### (a) Carrier balance

Put the faces at $x=\pm W/2$. In the neutral bulk, at low injection,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.$$

The electron flux in the $+x$ direction is $-D\,\partial n/\partial x$. Equating the outward flux to the surface loss gives

$$-D\frac{\partial n}{\partial x}\bigg|_{W/2}=S\,n(W/2),\qquad
+D\frac{\partial n}{\partial x}\bigg|_{-W/2}=S\,n(-W/2).$$

The signs differ because "outward" means opposite directions at the two faces.

Let $N=\int n\,dx$ be the number of excess electrons per unit area. Integrating the diffusion equation over the thickness gives

$$\frac{dN}{dt}=D\left[\frac{\partial n}{\partial x}\right]_{-W/2}^{W/2}-\frac{N}{\tau_b}
=-S\,[n(W/2)+n(-W/2)]-\frac{N}{\tau_b}.$$

No approximation has been made in this step. If the density is nearly uniform, both surface values are close to $N/W$, so

$$\frac{dN}{dt}=-\left(\frac1{\tau_b}+\frac{2S}{W}\right)N,
\qquad
\boxed{\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac{2S}{W}}.$$

The factor 2 counts the faces. If they differ, $2S$ is replaced by $S_{\rm front}+S_{\rm back}$, and the method measures their mean.

For the condition, note that the density gradient is zero at the centre and has magnitude $Sn/D$ at a face. Its average over the half-thickness is about $Sn/(2D)$, so the relative drop from centre to face is about $(S/2D)(W/2)=SW/(4D)$. The profile is therefore nearly flat when

$$h\equiv\frac{SW}{2D}\ll1 .$$

This is the slow-surface limit: diffusion supplies the faces faster than they consume carriers.

### (b) Extraction

Write $R=1/\tau_{\rm eff}$. The data give

$$R_1=\frac1{100\ \text{µs}}=10000\ \text{s}^{-1},\qquad
R_2=\frac1{160\ \text{µs}}=6250\ \text{s}^{-1}.$$

Subtracting the two lifetime equations removes the common bulk rate:

$$R_1-R_2=2S\left(\frac1{W_1}-\frac1{W_2}\right).$$

With $W_1=0.02$ cm and $W_2=0.04$ cm, the factor multiplying $S$ is $2(50-25)=50$ cm⁻¹. Hence

$$S=\frac{3750\ \text{s}^{-1}}{50\ \text{cm}^{-1}}=75\ \text{cm/s}.$$

To eliminate $S$ instead, multiply each equation by its thickness, which gives $WR=W/\tau_b+2S$. Subtraction then yields

$$\frac1{\tau_b}=\frac{W_2R_2-W_1R_1}{W_2-W_1}
=\frac{250-200}{0.02}\ \text{s}^{-1}=2500\ \text{s}^{-1},
\qquad \tau_b=400\ \text{µs}.$$

Substitution confirms both data. The surface rates $2S/W$ are 7500 s⁻¹ and 3750 s⁻¹, and adding 2500 s⁻¹ gives 10000 s⁻¹ and 6250 s⁻¹.

The surfaces account for $7500/10000=75\%$ of the recombination in the thin wafer and $3750/6250=60\%$ in the thick one. Even the thick wafer is dominated by its surfaces, so its measured lifetime of 160 µs is far below the bulk value.

### (c) Finite diffusion

The Einstein relation gives $D=\mu k_BT/q=29.73$ cm²/s. For $S=75$ cm/s, $h$ is 0.025 in the thin wafer and 0.050 in the thick one. The profile is nearly flat, and the correction can be found by expansion.

**The slowest mode.** Try $n=\cos(\alpha x)\,e^{-Rt}$, which is symmetric, as the two equal faces suggest. The diffusion equation gives $R=1/\tau_b+D\alpha^2$. The boundary condition at $x=W/2$ gives

$$D\alpha\sin\frac{\alpha W}{2}=S\cos\frac{\alpha W}{2}.$$

With $y=\alpha W/2$, division by the cosine and multiplication by $W/(2D)$ turn this into

$$y\tan y=h,\qquad R-\frac1{\tau_b}=D\alpha^2=\frac{4D}{W^2}y^2 .$$

For small $y$, set $u=y^2$. The series of the tangent gives

$$u+\frac{u^2}{3}+\frac{2u^3}{15}+\dots=h .$$

Insert $u=h+ah^2+bh^3$ and collect powers of $h$:

- Order $h^2$: $a+\frac13=0$, so $a=-\frac13$.
- Order $h^3$: $b+\frac{2a}{3}+\frac2{15}=0$, so $b=\frac29-\frac2{15}=\frac4{45}$.

Multiplying by $4D/W^2$ and using $h=SW/(2D)$ gives

$$R=\frac1{\tau_b}+\frac{2S}{W}-\frac{S^2}{3D}+\frac{2S^3W}{45D^2}-\dots$$

The first correction is negative because the density at the faces is below the average, so the surfaces remove fewer carriers than the flat-profile model assumes. It is also independent of thickness. The relative deficit at the faces, measured from the mean, is $h/3$ and grows as $W$, whereas the surface rate it multiplies, $2S/W$, falls as $1/W$.

**Effect on the extraction.** A rate common to both wafers cancels from $R_1-R_2$, so $S$ is unchanged at this order. The whole correction enters the apparent bulk rate:

$$\left(\frac1{\tau_b}\right)_{\rm apparent}\simeq\frac1{\tau_b}-\frac{S^2}{3D}.$$

Here $S^2/(3D)=63.1$ s⁻¹. The true bulk rate is therefore about $2500+63=2563$ s⁻¹. Solving $y\tan y=h$ for both wafers without expansion gives 2561.8 s⁻¹, with

$$S=75.0\ \text{cm/s},\qquad \tau_b=390\ \text{µs}.$$

The slow-surface value of 400 µs is thus about 2.5% too long for these data, within the diffusion model.

Conversely, a numerical solution of the diffusion equation with $S=75$ cm/s and $\tau_b=400$ µs gives lifetimes of 100.63 µs and 161.61 µs, close to the measured pair.

**When to read the lifetime.** A pulse absorbed near one face also excites faster modes. Antisymmetric modes contain no net number of carriers and do not contribute to $N$. The next symmetric mode has $y\approx\pi$ for small $h$, and its diffusion rate is about $4\pi^2D/W^2$. In the thick wafer this corresponds to a decay time of about 1.4 µs.

The numerical solution for a pulse with an absorption depth of 10 µm shows the effect. Define the momentary lifetime as $-N/(dN/dt)$. In the thick wafer it is 76.5 µs at 0.5 µs after the pulse, because the carriers are still crowded near one face. At 30 µs it is 161.61 µs, the value of the slowest mode. For equal faces a delay of several times 1.4 µs is therefore needed, and 30 µs is ample. If the faces differ, the modes are no longer purely symmetric or antisymmetric, and the first higher mode, with decay time about $W^2/(\pi^2D)\approx5.4$ µs, also contributes to $N$. For faces of 125 and 25 cm/s the momentary lifetime of the thick wafer is still about 5% off at 15 µs and 0.3% off at 30 µs.

### (d) Fast surfaces

When $h\to\infty$, the root of $y\tan y=h$ tends to $\pi/2$. The faces then hold the density near zero, and the surface rate becomes $\pi^2D/W^2$. It is set by diffusion and no longer depends on $S$. Inserting this rate in the formulas of part (b) gives

$$S_{\rm apparent}\to
\frac{\pi^2D}{2}\,\frac{1/W_1^2-1/W_2^2}{1/W_1-1/W_2}
=\frac{\pi^2D}{2}\left(\frac1{W_1}+\frac1{W_2}\right),$$

$$\left(\frac1{\tau_b}\right)_{\rm apparent}\to
\frac1{\tau_b}+\pi^2D\,\frac{1/W_2-1/W_1}{W_2-W_1}
=\frac1{\tau_b}-\frac{\pi^2D}{W_1W_2}.$$

The apparent $S$ saturates at a value fixed by $D$ and the thicknesses. With the present $D$, $\tau_b$ and thicknesses, the apparent bulk rate is strongly negative, which is impossible for a real recombination rate.

An intermediate case shows the same failure. Keep $\tau_b=400$ µs and the same $D$, but let the true $S$ be 5000 cm/s. The extraction then returns $S=4013$ cm/s and a bulk rate of about $-8.7\times10^4$ s⁻¹.

A negative bulk rate therefore signals failure, but a positive one does not prove validity. From part (c), the apparent bulk rate first reaches zero near

$$S\simeq\sqrt{\frac{3D}{\tau_b}}=472\ \text{cm/s}.$$

The mode equation itself gives 505 cm/s. The estimate is low because the next term in the expansion is positive and delays the crossing. For $S$ just below 505 cm/s, the extracted bulk lifetime is positive but enormously too long, although $h$ is still only about 0.17 and 0.34 in the two wafers.

A small $h$ is thus enough for a fair value of $S$, but the bulk lifetime requires a second condition:

$$\frac{S^2\tau_b}{3D}\ll1 .$$

For the measured wafers this ratio is $63.1/2500\approx0.025$, so both conditions hold.

### (e) Errors

**(i) Random error.** Since $R=1/\tau$, a small relative error in $\tau$ produces the same relative error in $R$, with opposite sign. The two rates therefore have standard errors of 200 s⁻¹ and 125 s⁻¹. Independent errors add in quadrature:

$$\sigma_S=\frac{\sqrt{200^2+125^2}}{50}\ \text{cm/s}=4.7\ \text{cm/s},$$

or 6.3% of $S$. For the bulk rate, the products $W_2R_2=250$ cm/s and $W_1R_1=200$ cm/s each carry a 2% error:

$$\sigma_{1/\tau_b}=\frac{0.02\sqrt{250^2+200^2}}{0.02\ \text{cm}}\ \text{cm/s}=320\ \text{s}^{-1}.$$

This is 12.8% of the bulk rate, or roughly 50 µs in $\tau_b$ (unevenly, about $-45$ and $+60$ µs, because $\tau_b$ is the inverse of the uncertain rate). The error is amplified because the bulk rate comes from a small difference, 50 cm/s, between two larger numbers.

**(ii) Unequal passivation.** Let the thin wafer have $S$ and the thick one $S+\Delta S$. The rate $R_2$ rises by $2\Delta S/W_2$, while $R_1$ is unchanged. The extracted velocity shifts by

$$\delta S=-\frac{2\Delta S/W_2}{2(W_2-W_1)/(W_1W_2)}
=-\Delta S\,\frac{W_1}{W_2-W_1},$$

and the extracted bulk rate by

$$\delta\!\left(\frac1{\tau_b}\right)=\frac{W_2(2\Delta S/W_2)}{W_2-W_1}
=\frac{2\Delta S}{W_2-W_1}.$$

For $\Delta S=7.5$ cm/s these shifts are $-7.5$ cm/s and $+750$ s⁻¹. In the flat-profile model (finite diffusion raises the reading to about 316 µs), a true bulk lifetime of 400 µs would be read as $1/(3250\ \text{s}^{-1})\approx308$ µs. The extracted $S$ would be 67.5 cm/s, below the value of either wafer: the extra surface loss in the thick wafer has been mistaken for bulk loss.

In both cases $\tau_b$ is the less secure quantity. For these wafers, a 10% mismatch in passivation matters much more than the neglect of finite diffusion.

### (f) Comparison with real wafers

The mobility corresponds roughly to p-type silicon doped near $10^{16}$ cm⁻³. Solar-cell wafers are often somewhat thinner than 200 µm, so the 400 µm wafer is better regarded as a test sample. A velocity of 75 cm/s represents moderate passivation: good oxide or dielectric layers can reach roughly 10 cm/s or less, while poor surfaces can be faster by orders of magnitude. A bulk lifetime of 400 µs is plausible for good p-type material. The extraction also assumes that separately processed wafers have the same $S$; the 10% difference considered above moves the reading from 400 to 308 µs.

The injection level also needs control. Charge in the oxide bends the silicon bands near the interface, so the effective $S$ can depend on $n$ even at low injection, and the linear surface loss assumed here is then only an approximation over a limited range of $n$. The bulk lifetime $\tau_b$ can depend on $n$ too. Pulses that create the same number of carriers per unit area start the thin wafer at twice the mean excess density of the thick one, because that density is $N/W$. If the lifetimes are instead measured under steady illumination with the same absorbed photon flux, the mean excess density is proportional to $\tau_{\rm eff}/W$, and the ratio of thin to thick is

$$\frac{100/200}{160/400}=1.25 .$$

This takes the steady-state lifetime equal to the decay lifetime, which holds for nearly uniform generation. For light absorbed within about 10 µm of one face the steady-state lifetimes are slightly shorter, about 99.4 and 157.7 µs; the ratio is then 1.26, and the formulas of part (b) return $\tau_b\approx380$ µs. The two lifetimes should therefore be compared at the same excess density, not merely at the same light intensity.

Thickness is a smaller concern here. If etching or surface space charge removed 1 µm of active thickness from each wafer, the same lifetimes would give $S=74.4$ cm/s and $\tau_b=397$ µs.

Finally, $\tau_b$ combines defect, radiative and Auger recombination. Two thicknesses separate bulk from surface loss, but they do not separate these bulk processes from one another. The computed values used above are collected in the numerical output.

## Values computed for the example and the checks

```
thin wafer thickness: 200 um
thick wafer thickness: 400 um
thin wafer lifetime: 100 us
thick wafer lifetime: 160 us
thin wafer total rate: 10000 1/s
thick wafer total rate: 6250 1/s
rate difference: 3750 1/s
2(1/W1 - 1/W2): 50.0 1/cm
extracted S: 75.00 cm/s
extracted bulk rate: 2500.0 1/s
extracted bulk lifetime: 400.0 us
thin wafer surface rate 2S/W: 7500 1/s
thick wafer surface rate 2S/W: 3750 1/s
surface share of loss, thin: 75.0 %
surface share of loss, thick: 60.0 %
temperature: 300 K
electron mobility (rough): 1150 cm2/Vs
diffusion coefficient D: 29.73 cm2/s
SW/(2D), thin: 0.0252
SW/(2D), thick: 0.0505
diffusion equation lifetime, thin: 100.63 us
diffusion equation lifetime, thick: 161.61 us
correction S^2/(3D): 63.1 1/s
next term (2/45)S^3 W/D^2, thick: 0.85 1/s
S with finite diffusion: 75.01 cm/s
bulk rate with finite diffusion: 2561.8 1/s
bulk lifetime with finite diffusion: 390.3 us
faces 25 and 125 cm/s: extracted S: 74.94 cm/s
pulse absorption depth: 10 um
thick wafer momentary lifetime at 0.5 us: 76.5 us
thick wafer momentary lifetime at 30 us: 161.61 us
fast-surface case, true S: 5000 cm/s
fast-surface case, apparent S: 4013 cm/s
fast-surface case, apparent bulk rate: -87121 1/s
S where apparent bulk rate is zero: 505 cm/s
leading estimate sqrt(3D/tau_b): 472 cm/s
random error of each lifetime: 2 %
resulting error of S: 4.72 cm/s
resulting relative error of S: 6.3 %
resulting error of bulk rate: 320 1/s
resulting relative error of bulk rate: 12.8 %
thick wafer S excess: 7.5 cm/s
predicted shift of S from excess: -7.50 cm/s
predicted shift of bulk rate from excess: 750 1/s
bulk lifetime read with that shift: 307.7 us
S with 1 um less thickness: 74.44 cm/s
bulk lifetime with 1 um less thickness: 397.0 us
injection ratio thin/thick, equal light: 1.25
```
